# Why a Hubbard U Belongs to Its Projector: A Metal–Oxygen Model

**The argument under review**

The manuscript plans to compute defect levels in a zirconia-like memory oxide. A Hubbard correction with $U=4$ eV on the metal d shell has been settled in one code, and the defect supercells are to be run in another. The manuscript defends carrying the value over as follows: "$U$ is an interaction energy of the metal d shell. The two codes give the same uncorrected gap with the same functional. The same $U$ must therefore give the same corrected gap."

The premise about the uncorrected gap can be granted in full. What needs examination is the word "therefore". The correction acts on an occupation number, and each code must choose a localized function with which to measure it. Does that choice matter when the Hamiltonian and $U$ are identical? Two orbitals are enough to decide.

**A model in which the codes agree at $U=0$**

Let $\chi_d$ and $\chi_p$ be normalized real atomic functions on the metal and the oxygen, with overlap $S>0$. Symmetric (Löwdin) orthogonalization gives orthonormal functions $\tilde d,\tilde p$, in terms of which

$$|\chi_d\rangle=a|\tilde d\rangle+b|\tilde p\rangle,\qquad a,b=\tfrac12\left(\sqrt{1+S}\pm\sqrt{1-S}\right).$$

Squaring and multiplying these coefficients gives $a^2+b^2=1$, $2ab=S$ and $a^2-b^2=\sqrt{1-S^2}$.

With the mean level as zero, the levels of $\tilde d$ and $\tilde p$ are $\pm D/2$ and their coupling is $-t$, with $D,t>0$. In Pauli matrices on $(\tilde d,\tilde p)$,

$$H_0=\tfrac12\,\mathbf h_0\cdot\boldsymbol\sigma,\qquad \mathbf h_0=(-2t,0,D),\qquad G_0=|\mathbf h_0|=\sqrt{D^2+4t^2}.$$

The eigenvalues are $\pm G_0/2$, so $G_0$ is the uncorrected gap. One electron per spin fills the lower, bonding state, as in a closed-shell oxide with a formally empty d shell.

The occupation operator is $P=w|\phi\rangle\langle\phi|$, with $\phi$ normalized. Its weight is $w=1$ for a complete orbital and $w<1$ if the code counts only the part inside a sphere. Since $|\phi\rangle\langle\phi|=\tfrac12(1+\mathbf m\cdot\boldsymbol\sigma)$ with a unit vector $\mathbf m$, three choices can be compared:

- Löwdin: $\phi=\tilde d$, $\mathbf m=(0,0,1)$, $w=1$.
- Atomic: $\phi=\chi_d$, $\mathbf m=(2ab,0,a^2-b^2)=(S,0,\sqrt{1-S^2})$, $w=1$.
- Sphere: the atomic $\mathbf m$ with $w<1$. For a state $c_d\chi_d+c_p\chi_p$ this gives $n=w(c_d+Sc_p)^2$, so it assumes that the d–p overlap inside the sphere is $wS$. Much of the overlap of a real pair lies out toward the oxygen, so the part inside a sphere can be smaller than this.

**What the correction does**

I take the rotationally invariant correction with fully localized double counting, $\tfrac U2 n(1-n)$ per spin, where $U$ stands for $U-J$. If $\mathbf s$ is the unit Bloch vector of the occupied state, then

$$E=\tfrac12\mathbf h_0\cdot\mathbf s+\tfrac U2n(1-n),\qquad n=\tfrac w2(1+\mathbf m\cdot\mathbf s).$$

A small change of state changes the second term by $U(\tfrac12-n)\,\delta n$, so the added potential is $U(\tfrac12-n)P$. The constant part of $P$ moves both levels equally. The rest changes the Hamiltonian vector to

$$\mathbf h=\mathbf h_0+Uw\left(\tfrac12-n\right)\mathbf m .\tag{1}$$

The corrected gap, meaning the self-consistent eigenvalue difference, is $G=|\mathbf h|$. The lower state has $\mathbf s=-\mathbf h/G$, so $n=\tfrac w2(1-\mathbf m\cdot\mathbf h/G)$.

Equation (1) changes only the component of $\mathbf h$ along $\mathbf m$. Call this component $x=\mathbf m\cdot\mathbf h$, with uncorrected value $x_0$, and let $y_0$ be the length of the unchanged perpendicular part. If $n_0$ is the uncorrected occupation and $q=n_0/w$, then

$$x_0=G_0(1-2q),\qquad y_0=\sqrt{G_0^2-x_0^2}=2G_0\sqrt{q(1-q)} .$$

Inserting $\tfrac12-n=\tfrac{1-w}2+\tfrac{wx}{2G}$ into (1) gives

$$x=x_0+\frac{Uw(1-w)}2+\frac{Uw^2x}{2G},\qquad G=\sqrt{x^2+y_0^2}.\tag{2}$$

Take $U>0$, $q<\tfrac12$ and $y_0>0$. The left side of (2) minus the right side is negative at $x=0$ and grows without limit. It is convex for $x>0$, because $x/\sqrt{x^2+y_0^2}$ has second derivative $-3xy_0^2/(x^2+y_0^2)^{5/2}$. It therefore has one positive zero.

That zero is the ground state. For a given $\alpha=\mathbf m\cdot\mathbf s$, the best perpendicular part of $\mathbf s$ contributes $-\tfrac12y_0\sqrt{1-\alpha^2}$, which is even in $\alpha$. The remaining terms give

$$E(\alpha)-E(-\alpha)=\alpha\left[x_0+\tfrac12Uw(1-w)\right].$$

The bracket is positive, so negative $\alpha$ is favoured. The slope of $E$ at $\alpha=0$ is half the bracket, which excludes a minimum there. Since $\alpha=-x/G$, the minimum has $x>0$.

**The gap follows the measured occupation**

For $w=1$, (2) becomes $x=x_0/(1-U/2G)$. Both $x$ and $x_0$ are positive, so $G>U/2$, and

$$G^2=G_0^2\left[4n_0(1-n_0)+\frac{(1-2n_0)^2}{(1-U/2G)^2}\right].\tag{3}$$

At given $G_0$ and $U$, a normalized projector enters through $n_0$ alone. Write $c^2=(1-2n_0)^2$, so that the bracket is $1-c^2+c^2/(1-U/2G)^2$. At fixed $G$ it rises with $c^2$; at fixed $c^2$ it does not increase with $G$, whereas the left side does. The solution $G$ therefore rises with $|1-2n_0|$. The case $n_0>\tfrac12$ is included, because replacing $\mathbf m$ by $-\mathbf m$ turns $n$ into $1-n$ and leaves $n(1-n)$ unchanged.

Two limits show the range. If the projector coincides with the empty state, $n_0=0$ and (3) gives $G=G_0+U/2$. If $n_0=\tfrac12$ and $U<2G_0$, then $G=G_0$: the correction does not open the gap at all.

The manuscript's inference is thus false in general, though it has exceptions. Codes with the same $P$ agree if both reach the ground state, and so do two normalized projectors that happen to have the same $n_0$. The Löwdin and atomic choices do not have the same $n_0$:

$$n_0^{\rm L}=\frac12\left(1-\frac D{G_0}\right),\qquad n_0^{\rm A}=\frac12\left(1-\frac{D\sqrt{1-S^2}-2tS}{G_0}\right).$$

For $S,t>0$ the second is larger. The atomic function has an in-phase component on oxygen, and the bonding state is in phase too, so some charge that the Löwdin projector assigns to oxygen is counted as d charge. While $n_0^{\rm A}<\tfrac12$, the atomic projector gives the smaller gap.

For small $U$ and any $w$, the gap grows at the rate of the projection of (1) on $\mathbf h_0/G_0$:

$$\left.\frac{dG}{dU}\right|_0=w\left(\tfrac12-n_0\right)\frac{x_0}{G_0}=\left(\tfrac12-n_0\right)(w-2n_0).\tag{4}$$

**The size of the effect**

Take $D=3.2$ eV, $t=1.2$ eV, $S=0.2$, $U=4$ eV and, for the sphere, $w=0.8$. Then $G_0=\sqrt{3.2^2+2.4^2}=4.0$ eV for every projector. The Löwdin occupation is $\tfrac12(1-3.2/4)=0.100$. For the atomic one, $x_0=3.2\sqrt{0.96}-2.4\times0.2=2.655$ eV and $n_0=\tfrac12(1-2.655/4)=0.168$. The sphere counts $0.8\times0.168=0.134$.

Equation (4) gives the first-order gaps; for Löwdin, $4+4\times0.4\times0.8=5.28$ eV. Repeated diagonalization until $n$ settles gives the last column.

| Projector | $n_0$ | First order (eV) | Self-consistent (eV) |
|---|---:|---:|---:|
| Löwdin | 0.100 | 5.28 | 5.55 |
| Atomic | 0.168 | 4.88 | 5.24 |
| Sphere | 0.134 | 4.78 | 5.00 |

At fixed $U$, the change from Löwdin to atomic lowers the gap by 0.31 eV (0.0115 hartree), and the change from Löwdin to sphere lowers it by 0.55 eV. With the in-sphere overlap taken as $wS$, the sphere has a smaller $n_0$ than the atomic projector and yet a smaller gap. This does not contradict (3), which requires $w=1$: a truncated projector also applies its potential with reduced weight.

The self-consistent gaps exceed the first-order ones for two reasons. The length of $\mathbf h_0+\lambda\mathbf m$ is a convex function of $\lambda$, so it lies above its tangent. In addition, $n$ falls as the correction acts, to 0.049 for Löwdin, which strengthens the potential.

**Would refitting $U$ rescue the argument?**

The author may reply that $U$ can be readjusted in the second code. Solving (2) for $U$ at a desired gap $G$ gives

$$U=\frac{2(x-x_0)}{w\,(1-w+wx/G)},\qquad x=\sqrt{G^2-y_0^2}.\tag{5}$$

To reach the Löwdin gap of 5.549 eV with the atomic projector, $y_0^2=16-2.655^2=8.95$ eV², so $x=4.67$ eV and $U=2(4.67-2.655)/(4.67/5.549)=4.79$ eV. The sphere needs 5.77 eV. These values describe the same gap as $U=4$ eV does with the Löwdin projector.

They do not describe the same electron density. By (1), $\mathbf h-\mathbf h_0$ lies along $\mathbf m$. Equal gap and equal density would require equal $\mathbf h$, and hence, when the corrections are not zero, projectors along the same line. Measured by one common yardstick, the Löwdin d population of both spins, the Löwdin calculation has 0.098 electrons, while the refitted atomic and sphere calculations both have 0.067. The last two agree because they share $\mathbf m$: a pure difference in weight can be absorbed in $U$ at one geometry.

Defects change the geometry. As a crude stand-in for a distorted site, halve $t$ and $S$ while holding $D$ and each refitted $U$ fixed. The gaps, all 5.55 eV before, become 5.29 eV (Löwdin), 5.58 eV (atomic) and 5.51 eV (sphere). Weakening the bond lowers the gap by 0.26 eV in the first description and changes it by about 0.03 eV in the other two, upward for one and downward for the other.

The limit of a broken bond shows why. As $t,S\to0$, $n\to0$ and the gap tends to $D+Uw/2$. The projectors now differ only in weight, but the refitted values of $U$ still compensate for hybridization that has gone. The atomic calculation then overshoots the Löwdin one by $(4.79-4)/2=0.40$ eV, and the sphere overshoots it by $(0.8\times5.77-4)/2=0.31$ eV.

**How far this reaches into zirconia**

The parameters are round values for a wide-gap oxide of this kind, in which semilocal functionals give a gap of roughly 4 eV and the measured gap is roughly 5 to 6 eV. That the Löwdin gap of 5.55 eV falls within the measured range results from the choice of parameters and does not recommend $U=4$ eV for Zr. The values of $S$ and $w$ are illustrative; $w$ depends on the sphere radius. The sphere results also depend on the assumed in-sphere overlap $wS$. Slater-type Zr 4d and O 2p functions at 2.2 Å, cut at the radius that gives $w=0.8$, have about half of it. Halving that overlap in the model reduces the gap difference between Löwdin and sphere from 0.55 to 0.29 eV and the refitted $U$ from 5.77 to 4.84 eV, and puts the sphere gap slightly above the atomic one. Setting it to zero gives 0.06 eV and 4.16 eV.

The assumption that a real oxide breaks most plainly is the single bond. Zr has seven or eight oxygen neighbours and its states form bands. A simple chain shows the consequence. Multiply $t$ and $S$ by $\sqrt2\sin(k/2)$, which keeps the mean-square hopping, and average $n$ over 400 values of $k$. The smallest gap lies at $k=0$, where hybridization vanishes, and equals $D+Uw(\tfrac12-\bar n)$, with $\bar n$ the averaged occupation. At $U=4$ eV it is 5.02, 4.86 and 4.56 eV for Löwdin, atomic and sphere. The Löwdin–atomic difference is halved, to 0.16 eV; the Löwdin–sphere difference is 0.46 eV. The uncorrected gap of this chain is $D=3.2$ eV, not 4.0 eV; raising $D$ to 4.0 eV gives differences of 0.14 and 0.46 eV. The projector still matters at this band edge, through $\bar n$ and $w$.

The model also holds $D$ fixed when charge moves. Suppose instead that the $\tilde d$ level shifts by 5 eV, a chosen rough value, per electron of change in its population. In the two-orbital model the gaps become 5.14, 4.74 and 4.59 eV, and the Löwdin–atomic difference grows to 0.40 eV. The direction follows from the populations at fixed $U$ without this response. The uncorrected value is 0.200; the atomic correction lowers it to 0.082 and the Löwdin one to 0.098, so the d level falls further in the atomic case.

Bond vibration matters less. A harmonic Zr–O pair with an assumed stiffness of 10 eV/Å² has an rms stretch of 0.06 Å at 358 K, most of it zero-point motion. If $t$ and $S$ vary as the $-3.5$ power of a 2.2 Å bond length, the Löwdin–atomic difference runs from 0.37 eV at the shorter bond to 0.26 eV at the longer one. Thermal excitation across the gap is negligible, with $e^{-G/2kT}\sim10^{-39}$ for the Löwdin gap of 5.55 eV.

**Requested changes**

The manuscript should state the projector beside $U$: the orbital, its orthogonalization, and any sphere radius or normalization. If the second code can use the same projector with the same underlying Hamiltonian, this objection falls away. If it cannot, the d occupations at $U=0$ should be compared first, since in the two-orbital model without charge response they and $w$ fix the change of gap at given $G_0$ and $U$. A refitted $U$ should then be tested on a distorted geometry as well as on the perfect crystal, because agreement of the bulk gap does not establish agreement at the defect.
